# Why naive lattice fermions lack the axial anomaly and Wilson fermions keep it

**Q:** A lattice is a legitimate regulator, yet I am told that the simplest lattice fermion has no axial anomaly. What is being computed?

**A:** Take a four-dimensional Euclidean lattice in an external U(1) field, with lattice spacing \(a=1\) until units matter. The covariant shift is \(T_\mu\psi(x)=U_\mu(x)\psi(x+\hat\mu)\) with \(U_\mu=e^{iA_\mu}\), and

\[
S=\sum_x\bar\psi(\not D+W+m)\psi,\quad \not D=\sum_\mu\gamma_\mu D_\mu,\quad D_\mu=\tfrac12(T_\mu-T_\mu^\dagger),
\]
\[
W=\tfrac r2\sum_\mu(2-T_\mu-T_\mu^\dagger).
\]

The matrices \(\gamma_\mu\) are Hermitian and \(\gamma_5=\gamma_1\gamma_2\gamma_3\gamma_4\). The naive fermion has \(r=0\); \(W\) is the Wilson term.

Rotate locally: \(\delta\psi=i\alpha\gamma_5\psi\), \(\delta\bar\psi=i\bar\psi\alpha\gamma_5\). The measure does not change, because its Jacobian at each site contains \(\mathrm{tr}\,\gamma_5=0\). Hence \(\langle\delta S\rangle=0\). In the kinetic term \(\gamma_5\) anticommutes with \(\not D\), so

\[
\gamma_5\alpha\not D+\not D\alpha\gamma_5=\gamma_5[\alpha,\not D]=\gamma_\mu\gamma_5[D_\mu,\alpha].
\]

The commutator contains differences of \(\alpha\) between neighbours. They multiply the current

\[
J_{5\mu}(x)=\tfrac12\big[\bar\psi(x)\gamma_\mu\gamma_5U_\mu(x)\psi(x+\hat\mu)+\bar\psi(x+\hat\mu)\gamma_\mu\gamma_5U_\mu^\dagger(x)\psi(x)\big].
\]

Summing by parts, with \(\partial^*_\mu\) the backward difference and \(P=\bar\psi\gamma_5\psi\), gives

\[
\langle\partial^*_\mu J_{5\mu}\rangle=2m\langle P\rangle+X,\qquad X(x)=-\mathrm{tr}\,\gamma_5(WG+GW)(x,x).
\]

Here \(G=(\not D+W+m)^{-1}\), and the minus sign comes from reordering the fermion fields. The identity holds at finite spacing. It was tested site by site in a random gauge field.

**Q:** For \(r=0\) there is no \(X\). Where did the anomaly go?

**A:** Look at the free operator, \(i\sum_\mu\gamma_\mu\sin p_\mu\). It vanishes whenever every \(p_\mu\) is 0 or \(\pi\), which gives \(2^4=16\) species. Near a corner with \(n\) components equal to \(\pi\), put \(p=p_{\rm corner}+k\). Then \(\sin p_\mu\approx\eta_\mu k_\mu\), with \(\eta_\mu=-1\) for those \(n\) components and \(+1\) otherwise. This species has its own matrices \(\gamma'_\mu=\eta_\mu\gamma_\mu\), so

\[
\gamma'_5=\gamma'_1\gamma'_2\gamma'_3\gamma'_4=(-1)^n\gamma_5 .
\]

A rotation by \(\gamma_5\) therefore turns the species with charge \((-1)^n\) relative to its own chirality. The total charge is

\[
\sum_{n=0}^4(-1)^n\binom4n=1-4+6-4+1=0 .
\]

The current is a flavour non-singlet among the 16 species, and their anomalies cancel.

**Q:** That treats the corners as separate particles. Does the cancellation survive a rough field that mixes them?

**A:** Yes. Take an infinite lattice or an even side length along direction 1, with \(m\ne0\) so that \(G\) exists. Define \(B=\gamma_1\gamma_5(-1)^{x_1}\). The factor \((-1)^{x_1}\) reverses \(D_1\), and \(\gamma_1\gamma_5\) anticommutes with \(\gamma_1\), so the two signs cancel. For \(\mu\neq1\) neither sign occurs. Thus \(B\) commutes with the naive \(\not D\), and so with \(G\), while it anticommutes with \(\gamma_5\). Since \(B\) is diagonal in position,

\[
\mathrm{tr}\,\gamma_5G(x,x)=\mathrm{tr}\,B\gamma_5GB^{-1}(x,x)=-\mathrm{tr}\,\gamma_5G(x,x)=0 .
\]

So \(\langle P\rangle=0\) at every site in any gauge field, and the current has zero divergence. In the random field the largest value found was \(1.3\times10^{-15}\), which is rounding error. With \(r=0.5\) in the same field it was \(4.7\times10^{-4}\).

**Q:** Now switch on the Wilson term. It gives the doublers masses of order \(1/a\). Why does \(X\) not vanish as \(a\to0\)?

**A:** \(W\) is small for the light mode but of order \(1/a\) for the doublers running in the loop. We need the loop for a weak, smooth field. Let \(M=W+m\). Multiplying out,

\[
(\not D+M)(M-\not D)=M^2-\not D^2+[\not D,W]\equiv Q,\qquad G=(M-\not D)Q^{-1}.
\]

Split \(\not D^2=D_\mu D_\mu+\Sigma\), where \(\Sigma=\frac12\gamma_\mu\gamma_\nu[D_\mu,D_\nu]\). Then \(Q=Q_0-V\), with \(Q_0=M^2-D_\mu D_\mu\) and \(V=\Sigma-[\not D,W]\).

For the commutators write \(T_\mu=e^{i\pi_\mu}\), where \([\pi_\mu,\pi_\nu]=-iF_{\mu\nu}\). To first order in a smooth field, \([f(\pi_\mu),g(\pi_\nu)]=-iF_{\mu\nu}f'g'\). With \(D_\mu=i\sin\pi_\mu\), \(W=r\sum_\nu(1-\cos\pi_\nu)\), \(s_\mu=\sin p_\mu\) and \(c_\mu=\cos p_\mu\),

\[
[D_\mu,D_\nu]=iF_{\mu\nu}c_\mu c_\nu,\qquad [D_\mu,W]=r\sum_\nu F_{\mu\nu}c_\mu s_\nu .
\]

The trace with \(\gamma_5\) needs four different gamma matrices, \(\mathrm{tr}\,\gamma_5\gamma_\mu\gamma_\nu\gamma_\rho\gamma_\sigma=4\epsilon_{\mu\nu\rho\sigma}\). One power of \(F\) cannot supply them, so the leading term is \((M-\not D)V^2/Q_0^3\), with \(Q_0\to s^2+M^2\) and \(s^2=\sum_\mu s_\mu^2\). Two pieces contribute. Write \(\epsilon FF=\epsilon_{\mu\nu\rho\sigma}F_{\mu\nu}F_{\rho\sigma}\) and \(\Pi c=c_1c_2c_3c_4\). The first piece is

\[
\mathrm{tr}\,\gamma_5M\Sigma^2=M\left(\tfrac i2\right)^2 4\,\epsilon FF\,\Pi c=-M\,\Pi c\;\epsilon FF .
\]

The second is \(+\not D\{\Sigma,[\not D,W]\}\), whose two orderings give equal traces:

\[
2\cdot i\cdot\tfrac i2\cdot r\cdot4\,\epsilon_{\alpha\beta\mu\nu}\,s_\alpha s_\lambda c_\beta c_\mu c_\nu F_{\beta\lambda}F_{\mu\nu}.
\]

Terms with \(\lambda\ne\alpha\) are odd in \(p_\alpha\) and integrate to zero. For \(\lambda=\alpha\), use \(F_{\beta\alpha}=-F_{\alpha\beta}\). At fixed \(\alpha\) the remaining contraction \(\epsilon_{\alpha\beta\mu\nu}F_{\alpha\beta}F_{\mu\nu}\) equals \(\frac14\epsilon FF\). The second piece is therefore \(+r\sum_\alpha s_\alpha^2\prod_{\nu\ne\alpha}c_\nu\;\epsilon FF\). At this order \(X=-2\,\mathrm{tr}\,\gamma_5WG\), so

\[
X=2\,\epsilon FF\int\!\frac{d^4p}{(2\pi)^4}\,\frac{W\big[M\Pi c-r\sum_\alpha s_\alpha^2\prod_{\nu\ne\alpha}c_\nu\big]}{(s^2+M^2)^3}.
\]

Replacing the prefactor \(W\) by \(m\) gives \(2m\langle P\rangle\). The lattice field strength is \(a^2F\), so \(X\) carries \(a^4F^2\), which is what a density per site should carry. No power of \(a\) is left to suppress it.

**Q:** The integrand is full of \(r\). How can the answer not depend on it?

**A:** At \(m=0\) the integrand is a Jacobian. Define \(u_\mu=s_\mu/R\) with \(R=\sqrt{s^2+W^2}\), which maps momenta into the unit ball. Since \(\partial W/\partial p_\nu=rs_\nu\),

\[
\frac{\partial u_\mu}{\partial p_\nu}=\frac{c_\mu\delta_{\mu\nu}}R-\frac{s_\mu(s_\nu c_\nu+rWs_\nu)}{R^3}.
\]

This is a diagonal matrix minus a product of two vectors, so its determinant is

\[
\frac{\Pi c}{R^4}\Big[1-\frac{s^2+rW\sum_\alpha s_\alpha^2/c_\alpha}{R^2}\Big]
=\frac{W\,\Pi c\,\big[W-r\sum_\alpha s_\alpha^2/c_\alpha\big]}{R^6},
\]

where \(R^2-s^2=W^2\) was used. This is the integrand above at \(M=W\); points with \(c_\alpha=0\) follow by continuity.

A Jacobian determinant is a total divergence, \(\det(\partial u)=\partial_\nu(u_1K_{1\nu})\), because the cofactors \(K_{1\nu}\) of the first row have zero divergence. The Brillouin zone is periodic and has no edge. For \(r\neq0\), \(R\) vanishes only at \(p=0\), so the one boundary is a small sphere cut out around that point. There \(W\approx rk^2/2\) is much smaller than \(|k|\), so \(u\to k/|k|\) and the sphere is mapped once onto the unit sphere. The outward normal of the remaining region points towards the origin, which gives a minus sign:

\[
\int d^4p\,\det\frac{\partial u}{\partial p}=-\mathrm{vol}(\text{unit 4-ball})=-\frac{\pi^2}2 .
\]

Dividing by \((2\pi)^4\) gives \(-1/32\pi^2\), and therefore

\[
X=-\frac1{16\pi^2}\,\epsilon_{\mu\nu\rho\sigma}F_{\mu\nu}F_{\rho\sigma}\qquad(a\to0,\ r\ne0\ \text{fixed}).
\]

Here the expansion in a weak field comes first and \(m\to0\) second. In a uniform field this order matters, as the answer on finite mass explains.

Changing \(r\) deforms the map inside the zone but not its boundary value. Define \(C=16\pi^2X/\epsilon FF\). Direct quadrature gives \(C=-1.0000000\) for \(r=0.1,\,0.5,\,1,\,2\) and \(-1\).

**Q:** That argument uses only the light mode at \(p=0\). What happened to the doublers?

**A:** They give the same number counted from inside. The centre \(u=0\) is reached where \(s=0\) and \(W\ne0\), that is, at the 15 doublers. There \(W=2rn\) and the Jacobian is \((-1)^n/W^4\). The net number of times the ball is covered is

\[
\sum_{n=1}^4(-1)^n\binom4n=-4+6-4+1=-1 .
\]

The doublers carry the opposite of the light mode's charge, as a heavy regulator field would.

For small \(r\) this can be seen corner by corner. Near a doubler \(M_n=2rn\) is nearly constant, and the integral is

\[
(-1)^nM_n^2\int\frac{d^4k}{(k^2+M_n^2)^3}=(-1)^n\frac{\pi^2}2 .
\]

Since \(C\) is \(2/\pi^2\) times the integral, each doubler contributes \((-1)^n\). At \(r=0.01\) the shares per corner for \(n=0\) to 4 are \(-0.0002,\,-0.9990,\,+0.9979,\,-0.9964,\,+0.9946\).

At \(r=1\) the picture of separate particles fails. The doubler masses \(2n\) exceed the half-width \(\pi/2\) of a corner's box, and the box around \(p=0\) holds most of the integral:

\[
-0.7919-4(0.0699)+6(0.0147)-4(0.0046)+0.0019\approx-1.000 .
\]

The shares depend on \(r\); their sum does not.

**Q:** Then why can I not let \(r\to0\) and recover the anomaly for naive fermions?

**A:** The limits do not commute. The doublers, with masses of order \(|r|/a\), must be heavy compared with the momenta \(q\) of the external field and with the mass \(m\), which requires \(aq\ll|r|\) and \(am\ll|r|\). The expansion of the doubler loops in powers of \(F\) is safe for \(a^2|F|\ll r^2\). In a uniform field this last condition is not needed, because there each doubler contributes through its zero modes. At \(r=0\) they are light and \(X\) is identically zero. With a small common mass, \(am=0.02\), each naive species then contributes \(\pm0.9995\) to \(2m\langle P\rangle\) in units of \(\epsilon FF/16\pi^2\), with alternating signs, and the 16 terms cancel.

**Q:** Simulations have a finite mass. How small must it be?

**A:** Small enough that \(am\ll1\), \(am\ll|r|\) and \(2|r|\,am\ln(1/am)\ll1\), but in a uniform field also large enough that \(am\gg|r|a^2|F|\). The upper bound comes first. In a uniform field the mass term mirrors \(X\). To see this, add \(\mathrm{Tr}\,\gamma_5(\not D+M)G=0\) and \(\mathrm{Tr}\,\gamma_5G(\not D+M)=0\). The \(\not D\) parts combine into \(\mathrm{Tr}\{\gamma_5,\not D\}G=0\), and \(M\) commutes with \(\gamma_5\), so \(\mathrm{Tr}\,\gamma_5(W+m)G=0\). Hence \(X=-2m\langle P\rangle\) in a uniform field, where both are the same at every site.

Now expand the mass integral near \(p=0\), where the bracket is \(m+rk^2/2-rk^2=m-rk^2/2\). The first term gives \(1\) in units of \(C\). The second gives a logarithm from the range \(m<k<1\):

\[
-\frac2{\pi^2}\,\frac{mr}2\int\frac{k^2\,d^4k}{(k^2+m^2)^3}\approx-\frac{mr}{\pi^2}\,2\pi^2\ln\frac1m=-2mr\ln\frac1m .
\]

So \(C\approx-1+2r\,am\ln(1/am)\), up to terms of order \(am\) without the logarithm. The coefficient of those terms depends on \(r\), and the formula is meant for \(|r|\) of order 1. For \(|r|>1\) the logarithm is cut off near \(k\sim1/|r|\) instead of 1. For small \(r>0\) the doublers add to the mass term: a corner of mass \(am+2rn\) contributes \((-1)^n\,am/(am+2rn)\), so \(C\approx-\sum_{n=0}^4(-1)^n\binom4n\,am/(am+2rn)\). This is \(-1+25\,am/(24r)\) for \(am\ll r\), and only \(-1/5\) at \(am=2r\). For \(r=1\) and \(am=0.01\) this is \(-1+0.02\times4.605=-0.908\); the full integral gives \(-0.902\). At \(am=0.001\) it gives \(-0.986\), and at \(am=0.1\) just \(-0.520\).

These are weak-field coefficients, with \(F\to0\) taken at fixed \(am\). The lower bound appears when \(F\) is kept finite. With uniform \(F_{12}\) and \(F_{34}\), the zero modes of the light fermion lie in the lowest Landau level, where \(\pi_1^2+\pi_2^2\) equals \(|F_{12}|\) and \(\pi_3^2+\pi_4^2\) equals \(|F_{34}|\). Since \(W\approx\frac r2\sum_\mu\pi_\mu^2\), the Wilson term shifts these modes by about \(\frac r2a^2(|F_{12}|+|F_{34}|)\). The mass must be large compared with this shift. If instead \(m\to0\) at fixed \(a^2F\), \(G\) stays finite and \(X=-2m\langle P\rangle\) goes to zero. In the continuum limit at fixed physical mass and field the condition is met in the end, because \(am\) falls like \(a\) and the shift like \(a^2\).

**Q:** Has the weak-field expansion been checked against an actual gauge field?

**A:** Yes, by inverting the lattice operator in uniform fields \(F_{12}=F_{34}=F=2\pi/N\), for which \(\epsilon FF=8F^2\). The parameters were \(r=0.5\) and \(am=1\), a heavy fermion, so \(C\) is far from \(-1\). For \(N=12,16,20\) the results were \(-0.0283,\,-0.0324,\,-0.0348\). A quadratic in \(F^2\) through these points extrapolates to \(-0.0397\) at zero field. The momentum integral at the same mass gives \(-0.0403\), a difference of about 1.4% relative to the integral and inside the 2% tolerance of the test. An extrapolation from three points leaves an error from higher powers of \(F^2\), which was not determined separately.

This checks the momentum integral at one value of \(r\) and one finite mass; the value \(-1\) rests on the boundary argument and the quadrature. Both concern a smooth external field. A fluctuating gauge field, which would also renormalize the operators \(J_{5\mu}\) and \(P\), is outside this calculation. The remaining values are in the numerical output.

## Table of computed values

```
zeros of the naive operator: 16
n=0: species 1, summed chiral charge +1.000
n=1: species 4, summed chiral charge -4.000
n=2: species 6, summed chiral charge +6.000
n=3: species 4, summed chiral charge -4.000
n=4: species 1, summed chiral charge +1.000
total chiral charge: 0.000
signed count of the 15 doublers over the ball centre: -1
C = 16 pi^2 X/(eps F F), dimensionless, at m = 0:
  r=+0.1: C = -1.0000000, integral/(2pi)^4 = -0.00316629
  r=+0.5: C = -1.0000000, integral/(2pi)^4 = -0.00316629
  r=+1.0: C = -1.0000000, integral/(2pi)^4 = -0.00316629
  r=+2.0: C = -1.0000000, integral/(2pi)^4 = -0.00316629
  r=-1.0: C = -1.0000000, integral/(2pi)^4 = -0.00316629
  -1/(32 pi^2) = -0.00316629
share of C per single corner at m = 0:
  n=0: r=0.01 -0.0002, r=1 -0.7919
  n=1: r=0.01 -0.9990, r=1 -0.0699
  n=2: r=0.01 +0.9979, r=1 +0.0147
  n=3: r=0.01 -0.9964, r=1 -0.0046
  n=4: r=0.01 +0.9946, r=1 +0.0019
naive fermion, m=0.02: share of 2mP per corner, same unit:
  n=0 +0.9995, n=1 -0.9995, n=2 +0.9995, n=3 -0.9995, n=4 +0.9995
approach to the massless limit at r = 1:
  am=0.1: C from X -0.52004, from 2mP +0.52004
  am=0.01: C from X -0.90231, from 2mP +0.90231
  am=0.001: C from X -0.98552, from 2mP +0.98552
random field, largest |tr gamma5 G(x,x)|, am=0.3:
  r=0: 1.3e-15, r=0.5: 4.7e-04
constant field F12=F34=2pi/N, r=0.5, am=1.0:
  N=12: F=0.5236, C = -0.02827
  N=16: F=0.3927, C = -0.03241
  N=20: F=0.3142, C = -0.03478
  extrapolated to F=0: C = -0.03970
  momentum integral at the same mass: C = -0.04027
```
